# How far a 0.5 eV drain electron travels while cooling by phonons: a numerical check

```python
# Distance in which a hot drain electron cools by phonon emission.
# Result under test: with N = floor(E0/w) emissions and flight lam = v*tau,
#   travelled path        L     = N*lam
#   rms net displacement  R_rms = lam*sqrt(2N)        (isotropic redirection)
#   rms depth             x_rms = lam*sqrt(2(N+2)/3)  (first flight forward)
# E0: initial kinetic energy, w: phonon energy, v: speed,
# tau: mean time between emissions. Lengths in nm, times in fs, energies in eV
# unless a name says SI. Silicon parameters are rough typical values.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

rng = np.random.default_rng(12345)
q_e, hbar, m_0 = const.e, const.hbar, const.m_e

E0, w = 0.5, 0.060
v_cm_s, tau = 5.0e7, 20.0
temperature = 300.0
v = v_cm_s * 1e7 / 1e15            # nm/fs
lam = v * tau
N = int(np.floor(E0 / w))
kT = const.k * temperature / q_e


def moments(mean_events, flight):
    """Path, mean square displacement, mean square depth."""
    return (mean_events * flight, 2 * flight**2 * mean_events,
            2 * flight**2 * (mean_events + 2) / 3)


def random_directions(count):
    cosine = rng.uniform(-1, 1, count)
    sine = np.sqrt(1 - cosine**2)
    phi = rng.uniform(0, 2 * np.pi, count)
    return np.array([cosine, sine * np.cos(phi), sine * np.sin(phi)])


def simulate(channels, reflect=False, walkers=200000):
    """Follow electrons until N quanta are lost.
    channels: list of (mean length to that event, change in quanta)."""
    lengths = np.array([c[0] for c in channels])
    changes = np.array([c[1] for c in channels])
    position = np.zeros((3, walkers))
    path = np.zeros(walkers)
    level = np.full(walkers, N)
    active = np.arange(walkers)
    first = True
    while active.size:
        clocks = rng.exponential(1.0, (len(channels), active.size))
        clocks *= lengths[:, None]
        winner = clocks.argmin(axis=0)
        flight = clocks.min(axis=0)
        if first:
            direction = np.zeros((3, active.size))
            direction[0] = 1.0
            first = False
        else:
            direction = random_directions(active.size)
        position[:, active] += flight * direction
        if reflect:
            position[0, active] = np.abs(position[0, active])
        path[active] += flight
        level[active] += changes[winner]
        active = active[level[active] > 0]
    return path, position


def check(simulated, predicted):
    path, position = simulated
    measured = (path.mean(), (position**2).sum(axis=0).mean(),
                (position[0]**2).mean())
    # statistical errors are a few tenths of a percent
    for value, formula, tolerance in zip(measured, predicted,
                                         (0.01, 0.02, 0.025)):
        assert abs(value / formula - 1) < tolerance, (value, formula)


# Emission only, open space and with a reflecting channel barrier at x = 0
basic = moments(N, lam)
free = simulate([(lam, -1)])
check(free, basic)
assert abs(free[0].std() / (np.sqrt(N) * lam) - 1) < 0.02
assert abs(free[1][0].mean() / lam - 1) < 0.03
walled = simulate([(lam, -1)], reflect=True)
check(walled, basic)
assert walled[1][0].mean() > free[1][0].mean()

# Thermal absorption, tau read as the total phonon scattering time
n_ph = 1 / np.expm1(w / kT)
thermal_events = N * (2 * n_ph + 1)
thermal = moments(thermal_events, lam)
check(simulate([(lam * (2 * n_ph + 1) / (n_ph + 1), -1),
                (lam * (2 * n_ph + 1) / n_ph, +1)]), thermal)

# Extra elastic isotropic scattering, as frequent as phonon emission
lam_el = lam
lam_t = 1 / (1 / lam + 1 / lam_el)
elastic = moments(N * lam / lam_t, lam_t)
assert abs(elastic[1] / (2 * N * lam * lam_t) - 1) < 1e-12
check(simulate([(lam, -1), (lam_el, 0)]), elastic)

# Energy-dependent speed and emission rate in a nonparabolic band
m_long, m_trans, alpha = 0.98, 0.19, 0.5
m_c = 3 / (1 / m_long + 2 / m_trans)
m_d = (m_long * m_trans**2) ** (1 / 3)


def band_k(E):                     # 1/m
    return np.sqrt(2 * m_c * m_0 * q_e * E * (1 + alpha * E)) / hbar


def band_speed(E):                 # nm/fs
    speed_SI = np.sqrt(2 * q_e * E * (1 + alpha * E) / (m_c * m_0))
    return speed_SI / (1 + 2 * alpha * E) * 1e-6


def state_density(E):              # relative
    return np.sqrt(E * (1 + alpha * E)) * (1 + 2 * alpha * E)


ladder = E0 - w * np.arange(N)
final = ladder - w
step = 1e-5
dk_dE = (band_k(ladder + step) - band_k(ladder - step)) / (2 * step)
assert np.allclose(q_e / (hbar * dk_dE) * 1e-6, band_speed(ladder), rtol=1e-5)
dk_dE_final = (band_k(final + step) - band_k(final - step)) / (2 * step)
density_ratio = band_k(final)**2 * dk_dE_final / state_density(final)
assert np.allclose(density_ratio, density_ratio[0], rtol=1e-5)

speeds = band_speed(ladder)
tau_top = tau * state_density(final[0]) / state_density(final)
tau_avg = tau_top * tau / tau_top.mean()
flights_top, flights_avg = speeds * tau_top, speeds * tau_avg


def ladder_moments(flights):
    return (flights.sum(), 2 * (flights**2).sum(),
            2 * flights[0]**2 + 2 * (flights[1:]**2).sum() / 3)


for flights in (flights_top, flights_avg):
    walkers = 200000
    pos, path = np.zeros((3, walkers)), np.zeros(walkers)
    for index, mean_length in enumerate(flights):
        length = rng.exponential(mean_length, walkers)
        if index == 0:
            pos[0] += length
        else:
            pos += length * random_directions(walkers)
        path += length
    check((path, pos), ladder_moments(flights))
top, avg = ladder_moments(flights_top), ladder_moments(flights_avg)
assert top[0] > avg[0]

# Heavily doped drain: Fermi energy and plasmon emission at energy E0
doping_cm3, eps_r, valleys = 1e20, 11.7, 6
density_SI, eps = doping_cm3 * 1e6, eps_r * const.epsilon_0
k_F = (3 * np.pi**2 * density_SI / valleys) ** (1 / 3)
E_F = (hbar * k_F)**2 / (2 * m_d * m_0) / q_e
v_F = np.sqrt(2 * E_F * q_e / (m_c * m_0))
allowed = int(np.sum(final > E_F))
omega_p = np.sqrt(density_SI * q_e**2 / (eps * m_c * m_0))
E_p = hbar * omega_p / q_e
assert E_p < E0
k_i = np.sqrt(2 * m_c * m_0 * E0 * q_e) / hbar
k_f = np.sqrt(2 * m_c * m_0 * (E0 - E_p) * q_e) / hbar
v_i = hbar * k_i / (m_c * m_0)
q_min, q_cut = k_i - k_f, omega_p / v_F
assert q_min < q_cut < k_i + k_f
rate_p = (q_e**2 * omega_p / (4 * np.pi * eps * hbar * v_i)
          * np.log(q_cut / q_min))
# Independent sum over final directions on the energy-conserving sphere
cos_min = (k_i**2 + k_f**2 - q_cut**2) / (2 * k_i * k_f)


def coupling(cosine):              # squared matrix element times volume
    q_squared = k_i**2 + k_f**2 - 2 * k_i * k_f * cosine
    return q_e**2 * hbar * omega_p / (2 * eps * q_squared)


scale = coupling(1.0)
angular = quad(lambda c: coupling(c) / scale, cos_min, 1.0)[0] * scale
final_states = k_f**2 / (8 * np.pi**3) / (hbar**2 * k_f / (m_c * m_0))
golden = 2 * np.pi / hbar * final_states * 2 * np.pi * angular
assert abs(golden / rate_p - 1) < 1e-7
tau_p = 1e15 / rate_p
loss_ratio = (E_p / tau_p) / (w / tau)


def show(label, value, unit, digits=1):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("initial energy E0", E0, "eV", 2)
show("phonon energy w", 1e3 * w, "meV")
print(f"speed v: {v_cm_s:.1e} cm/s")
show("speed v converted", v, "nm/fs", 2)
show("emission time tau", tau, "fs")
show("mean flight lambda", lam, "nm")
show("ratio E0/w", E0 / w, "", 2)
print("whole emissions N:", N)
show("residual energy", 1e3 * (E0 - N * w), "meV")
show("temperature", temperature, "K", 0)
show("thermal energy 3kT/2", 1500 * kT, "meV")
show("cooling time N tau", N * tau, "fs")
show("path L", basic[0], "nm")
show("path L converted", basic[0] / 1e3, "um", 3)
show("path, continuous loss", E0 / w * lam, "nm")
show("path spread (std)", np.sqrt(N) * lam, "nm")
show("rms displacement", np.sqrt(basic[1]), "nm")
show("rms depth", np.sqrt(basic[2]), "nm")
show("mean depth, open space", lam, "nm")
show("mean depth, reflecting (MC)", walled[1][0].mean(), "nm", 0)
show("90% depth, reflecting (MC)", np.quantile(walled[1][0], 0.9), "nm", 0)
show("phonon occupation n", n_ph, "", 3)
show("mean events with absorption", thermal_events, "", 2)
show("path with absorption", thermal[0], "nm")
show("rms displacement with absorption", np.sqrt(thermal[1]), "nm")
show("rms depth with absorption", np.sqrt(thermal[2]), "nm")
show("elastic mean length assumed", lam_el, "nm")
show("flight with elastic events", lam_t, "nm")
show("rms displacement with elastic", np.sqrt(elastic[1]), "nm")
show("rms depth with elastic", np.sqrt(elastic[2]), "nm")
print(f"masses long, trans: {m_long}, {m_trans} m0")
show("conductivity mass", m_c, "m0", 3)
show("density-of-states mass", m_d, "m0", 3)
show("nonparabolicity", alpha, "1/eV", 2)
show("axis speed ratio, light/heavy", np.sqrt(m_long / m_trans), "", 2)
print(f"band speed at E0: {speeds[0] * 1e8:.2e} cm/s")
print(f"band speed, ladder average: {speeds.mean() * 1e8:.2e} cm/s")
show("last/first emission time", tau_top[-1] / tau_top[0], "", 2)
show("path, tau = ladder average", avg[0], "nm")
show("rms depth, tau = ladder average", np.sqrt(avg[2]), "nm")
show("first emission time in that case", tau_avg[0], "fs")
show("path, tau = value at E0", top[0], "nm")
show("rms depth, tau = value at E0", np.sqrt(top[2]), "nm")
show("cooling time, tau = value at E0", tau_top.sum(), "fs", 0)
print(f"drain doping: {doping_cm3:.1e} cm^-3")
show("relative permittivity", eps_r, "")
show("Fermi energy at 0 K", 1e3 * E_F, "meV")
print("emissions ending above Fermi energy:", allowed)
show("path with those emissions only", allowed * lam, "nm")
show("plasmon energy", 1e3 * E_p, "meV", 0)
show("plasmon q_min", q_min * 1e-9, "1/nm", 2)
show("plasmon q_cut", q_cut * 1e-9, "1/nm", 2)
show("plasmon emission time at E0", tau_p, "fs", 0)
show("plasmon/phonon energy-loss rate", loss_ratio, "", 1)
print("all tests passed")
```

Output:

```
initial energy E0: 0.50 eV
phonon energy w: 60.0 meV
speed v: 5.0e+07 cm/s
speed v converted: 0.50 nm/fs
emission time tau: 20.0 fs
mean flight lambda: 10.0 nm
ratio E0/w: 8.33
whole emissions N: 8
residual energy: 20.0 meV
temperature: 300 K
thermal energy 3kT/2: 38.8 meV
cooling time N tau: 160.0 fs
path L: 80.0 nm
path L converted: 0.080 um
path, continuous loss: 83.3 nm
path spread (std): 28.3 nm
rms displacement: 40.0 nm
rms depth: 25.8 nm
mean depth, open space: 10.0 nm
mean depth, reflecting (MC): 20 nm
90% depth, reflecting (MC): 42 nm
phonon occupation n: 0.109
mean events with absorption: 9.74
path with absorption: 97.4 nm
rms displacement with absorption: 44.1 nm
rms depth with absorption: 28.0 nm
elastic mean length assumed: 10.0 nm
flight with elastic events: 5.0 nm
rms displacement with elastic: 28.3 nm
rms depth with elastic: 17.3 nm
masses long, trans: 0.98, 0.19 m0
conductivity mass: 0.260 m0
density-of-states mass: 0.328 m0
nonparabolicity: 0.50 1/eV
axis speed ratio, light/heavy: 2.27
band speed at E0: 6.13e+07 cm/s
band speed, ladder average: 4.96e+07 cm/s
last/first emission time: 7.28
path, tau = ladder average: 68.1 nm
rms depth, tau = ladder average: 22.5 nm
first emission time in that case: 8.0 fs
path, tau = value at E0: 169.7 nm
rms depth, tau = value at E0: 56.1 nm
cooling time, tau = value at E0: 398 fs
drain doping: 1.0e+20 cm^-3
relative permittivity: 11.7
Fermi energy at 0 K: 72.5 meV
emissions ending above Fermi energy: 7
path with those emissions only: 70.0 nm
plasmon energy: 213 meV
plasmon q_min: 0.45 1/nm
plasmon q_cut: 1.03 1/nm
plasmon emission time at E0: 16 fs
plasmon/phonon energy-loss rate: 4.4
all tests passed
```
